# Path length of an ion under electronic and constant nuclear stopping

## Problem

An ion enters a uniform target with kinetic energy $E_0$ and slows down continuously. Its stopping $S$ is the energy lost per unit length of track, and it has two parts:

- electronic stopping, from exciting the target's electrons, proportional to the ion's velocity: $S_e(E)=k\sqrt{E}$;
- nuclear stopping, from elastic collisions with the target atoms, taken as a constant $S_n$ down to rest.

The two are equal at the start: $S_n=S_e(E_0)$. Let $R$ be the path length, measured along the track from $E_0$ to rest, and $R_e$ the path length if electronic stopping acted alone.

(a) Show that $R$ is about 30.7 percent of $R_e$.

(b) Evaluate both lengths for $E_0=13000$ eV and $S_n=S_e(E_0)=7.5$ eV/Å. How is the lost energy divided between electrons and atoms?

(c) The total stopping is doubled at the start, which suggests a ratio of one half. Why is the ratio smaller?

The algebra may be read in atomic units, with energies in hartree and lengths in bohr. The relations between energy, stopping and length hold in any consistent units, so the numbers can be put in directly in eV and Å.

## Hints

1. The energy falls along the track as $dE/ds=-S(E)$. Turn this into an integral over energy.
2. Measure the velocity in units of its initial value, $u=\sqrt{E/E_0}$. Both stoppings become simple in $u$.
3. A fraction with $u$ above and $1+u$ below can be split by adding and subtracting 1 in the numerator.
4. For the energy shares, a constant stopping removes an energy equal to stopping times path.
5. For (c), divide the track where the velocity has fallen to half, and compare the two parts.

## Solution

**(a) The ratio.** From $dE/ds=-S(E)$ we have $ds=-dE/S(E)$. The energy runs from $E_0$ down to 0, and exchanging the limits removes the minus sign:

$$R=\int_0^{E_0}\frac{dE}{S(E)} .$$

Write $S_0=S_e(E_0)=k\sqrt{E_0}$. With $E=E_0u^2$,

$$dE=2E_0\,u\,du,\qquad S_e=k\sqrt{E_0}\,u=S_0u,$$

and $u$ runs from 0 to 1. With electronic stopping alone,

$$R_e=\int_0^1\frac{2E_0\,u\,du}{S_0u}=\frac{2E_0}{S_0}.$$

This is finite although $S_e$ vanishes at rest, because the factor $u$ from $dE$ cancels the one in the stopping. Equal steps in velocity therefore take equal lengths of track.

With both parts, $S=S_0+S_0u$, since $S_n=S_0$. Then

$$R=\int_0^1\frac{2E_0\,u\,du}{S_0(1+u)}=\frac{2E_0}{S_0}\int_0^1\frac{u}{1+u}\,du .$$

The prefactor is $R_e$. In the integrand,

$$\frac{u}{1+u}=\frac{(1+u)-1}{1+u}=1-\frac{1}{1+u},$$

so that

$$\frac{R}{R_e}=\Big[u-\ln(1+u)\Big]_0^1=1-\ln 2\approx0.307 .$$

The path is shortened *to* 30.7 percent of its purely electronic value, which is a reduction by 69.3 percent. Neither $E_0$ nor $k$ enters the ratio, but the square-root law does. If the electronic stopping kept the value $S_0$ at all energies, the two paths would be $E_0/S_0$ and $E_0/(2S_0)$, and the ratio would be one half.

**(b) Numbers.** The purely electronic path is

$$R_e=\frac{2\times13000\ \text{eV}}{7.5\ \text{eV/Å}}=3467\ \text{Å}=346.7\ \text{nm},$$

and with both parts

$$R=0.30685\times3467\ \text{Å}=1064\ \text{Å}=106.4\ \text{nm}.$$

The atoms receive the energy $S_nR$. As a share of $E_0$ this is

$$\frac{S_0R}{E_0}=\frac{S_0}{E_0}\,\frac{2E_0}{S_0}(1-\ln2)=2(1-\ln2)\approx0.614 .$$

The electrons receive the rest, $2\ln2-1\approx0.386$. The two stoppings start equal, but the electronic one weakens as the ion slows. These shares count only what the ion itself hands over; in a real target the struck atoms pass part of their energy on to electrons.

**(c) Where the track is lost.** Half the initial velocity, $u=\tfrac12$, corresponds to $E_0/4$. Without nuclear stopping, each half of the velocity interval takes half the track, 1733 Å. With nuclear stopping, the upper part becomes

$$R_e\Big[u-\ln(1+u)\Big]_{1/2}^{1}=R_e\left(\tfrac12-\ln\tfrac43\right)=736\ \text{Å},$$

and the lower part

$$R_e\Big[u-\ln(1+u)\Big]_{0}^{1/2}=R_e\left(\tfrac12-\ln\tfrac32\right)=328\ \text{Å}.$$

The upper part keeps 42 percent of its length and the lower part 19 percent. At every energy below $E_0$ the constant $S_n$ exceeds $S_e$, so the total stopping is more than twice the electronic one. The slow end, which forms half of the purely electronic track, suffers most.

**A real case: boron in silicon.** The numbers in (b) are round values, roughly typical of boron implanted in silicon. To see this, take two approximate stopping models, written in atomic units. Here $Z_1=5$ and $Z_2=14$ are the atomic numbers of ion and target, $M_1=11.009$ and $M_2=28.086$ their masses in atomic mass units, which suffice where only mass ratios enter, $v=\sqrt{2E/M_1}$ is the ion's speed, for which $M_1$ must be converted to electron masses, and $N$ is the density of silicon atoms, 8 in a cube of side 5.431 Å. The Lindhard–Scharff electronic stopping and the Ziegler–Biersack–Littmark universal nuclear stopping are

$$S_e=\frac{8\pi N Z_1^{7/6}Z_2\,v}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}},\qquad S_n=\frac{4\pi N a Z_1Z_2M_1}{M_1+M_2}\,s(\varepsilon),$$

$$s(\varepsilon)=\frac{\ln(1+1.1383\,\varepsilon)}{2\left(\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\sqrt{\varepsilon}\right)},$$

with $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ and $\varepsilon=aM_2E/[Z_1Z_2(M_1+M_2)]$. They cross at about 13200 eV, and at 13000 eV they give 7.4 and 7.5 eV/Å. The speed there is 0.22 atomic units, far below the scale $Z_1^{2/3}=2.9$ under which the velocity-proportional law is used. The model nuclear stopping is not constant: it rises to 8.9 eV/Å near 3200 eV and has dropped to 4.2 eV/Å at 100 eV. These departures partly offset each other in the path. Numerical integration of the two models gives a ratio of 0.297, about 3 percent below $1-\ln2$. If the true electronic stopping were 1.5 times the assumed one, the ratio would change more, as Variation 1 shows. The path length is also not the depth of an implanted layer: collisions bend the track, so the mean depth is well short of the path length, by an amount roughly estimated in Variation 2 for a simplified collision law. Scattering on the universal potential with Lindhard–Scharff stopping gives a mean depth of about 57 nm, or 0.56 of the path, and about 51 nm if the electronic stopping is 1.5 times larger. In a crystal, ions can also be steered along open channels and go deeper. That effect is not estimated here, so the numbers refer to amorphous or suitably misaligned silicon.

## Variation 1: unequal stoppings

*Let $S_n=rS_0$, with $r$ any positive number. Find $R/R_e$ and its limits.*

The total stopping is now $S_0(r+u)$. The same splitting gives

$$\frac{R}{R_e}=\int_0^1\frac{u}{r+u}\,du=\int_0^1\left(1-\frac{r}{r+u}\right)du=1-r\ln\left(1+\frac1r\right).$$

For $r\to0$ the product $r\ln(1+1/r)$ vanishes and the ratio tends to 1. The approach is slow because of the logarithm: at $r=0.1$ the ratio is already down to 0.760. A nuclear stopping that is weak at $E_0$ still dominates near rest.

For large $r$, use $\ln(1+x)\approx x-x^2/2$ with $x=1/r$:

$$\frac{R}{R_e}\approx1-r\left(\frac1r-\frac{1}{2r^2}\right)=\frac{1}{2r}.$$

This is the nuclear path $E_0/S_n$ divided by $2E_0/S_0$. At $r=10$ it gives 0.050, against 0.047 from the full formula.

The formula also explains the lower part of the track in (c). At $E_0/4$ the electronic stopping has halved while $S_n$ has not changed, so an ion starting there has $r=2$. The ratio is then 0.189, the 19 percent found above.

Suppose now that the true electronic stopping in the example is 1.5 times the assumed one, with $S_n$ held at 7.5 eV/Å. Then $r=2/3$ and the ratio rises from 0.307 to 0.389. The path itself falls, from 1064 to 899 Å. The ratio rises because the purely electronic path, its reference, falls faster, by the full factor 1.5.

## Variation 2: from path length to depth

*Nuclear collisions also turn the ion. How deep does it get in the example?*

Let the ion transfer energy $T=tE$ to an atom at rest and be deflected by an angle $\theta$. With ion momenta $p$ before and $p'$ after, the atom's momentum $q$ obeys $q^2=p^2+p'^2-2pp'\cos\theta$. Insert $q^2=2M_2T$, $p^2=2M_1E$ and $p'^2=2M_1(E-T)$, then divide by $2M_1E$. With $\mu=M_2/M_1$,

$$\mu t=2-t-2\sqrt{1-t}\,\cos\theta
\quad\Rightarrow\quad
\cos\theta=\frac{1-(1+\mu)t/2}{\sqrt{1-t}} .$$

The largest transfer belongs to a head-on collision, where $\cos^2\theta=1$. This requires $[1-(1+\mu)t/2]^2=1-t$, whose nonzero solution is $t=\gamma=4\mu/(1+\mu)^2$. For boron on silicon $\mu=2.55$ and $\gamma=0.81$.

A collision law consistent with constant nuclear stopping is $N\,d\sigma=A\,E^{-1/2}T^{-3/2}\,dT$ for $0<T<\gamma E$, where $d\sigma$ is the cross-section for a transfer between $T$ and $T+dT$ and $A$ is a constant. Indeed,

$$S_n=\int_0^{\gamma E}T\,N\,d\sigma=A\,E^{-1/2}\cdot2\sqrt{\gamma E}=2A\sqrt\gamma ,$$

which does not depend on $E$. Other collision laws also give a constant $S_n$, so the depth found below belongs to this choice. For $N\,d\sigma\propto E^{m-1}T^{-1-m}\,dT$, of which this law is the case $m=\tfrac12$, the mean depth runs from about 630 Å at $m=0$ to about 600 Å at $m=\tfrac23$.

The mean depth was found by following 10000 simulated ions. Collisions were drawn at random from this law, with a random direction of turning about the line of flight. Electronic stopping acted smoothly, without deflection. Transfers below $10^{-4}\gamma E$, which carry 1 percent of $S_n$, were also treated as smooth loss. Each ion was followed until its energy was below $E_0/1000$.

The mean path is 1044 Å with a standard error of 3 Å, about 2 percent below the continuous result. Individual paths scatter with a standard deviation of 287 Å. The mean depth, measured along the initial direction, is 611 Å, or about 61 nm, with a standard error of 3 Å and a standard deviation of 325 Å. Leaving out the deflection by the smallest transfers raises the mean depth by about 3 Å. The ions thus reach on average 0.58 to 0.59 of their mean path length.

The simulated target fills all space, and 3 percent of the ions end behind the entry plane. In a target with a surface such ions would have left through it. Ions that cross the plane and turn back would be lost too, so within this model the share is a lower limit to the loss, which comes to nearly 4 percent. The ions that never cross the plane lie on average about 25 Å deeper than the mean over all ions. The ratio $1-\ln2$ compares lengths of track; it should not be applied to depths, because the purely electronic track in this model is straight, while nuclear collisions bend the track when both stoppings act.
